\section*{Linear interpolation of silicon etch rates and the (311) plane}

\section*{Problem}

An anisotropic etchant removes silicon at a rate that depends on the orientation of the surface. Let $R(\mathbf n)$ be the thickness removed per unit time, measured along the outward unit normal $\mathbf n=(n_1,n_2,n_3)$ in the cubic axes. Suppose that only the three rates $R_{100}$, $R_{110}$ and $R_{111}$ are known. By cubic symmetry it is enough to consider
\begin{equation}
n_1\ge n_2\ge n_3\ge 0,
\label{sector}
\end{equation}
because permutations and sign changes of the components leave the rate unchanged. In this sector, take $R$ to be a linear function of the components of $\mathbf n$ that reproduces the three known rates.

\begin{enumerate}
\item[(a)] Find $R(\mathbf n)$.
\item[(b)] Let (111) be nonetching, $R_{111}=0$. Find $R_{311}$, compare it with $R_{100}$, and determine how it depends on $R_{110}$. Does the comparison change if the interpolation weights are normalised to sum to one?
\item[(c)] Examine all orientations between (100) and (111). How large would $R_{111}$ have to be for (311) to etch faster than (100)?
\item[(d)] Rough typical rates for KOH of about 30 wt\% near 343 K are $R_{100}=800$, $R_{110}=1500$, $R_{111}=8$ and $R_{311}=1400$ nm/min. Compare the model with them, and decide whether a small neglected effect could explain the difference.
\item[(e)] A (100) top surface meets a (111) side wall at a straight convex edge, with no mask. What does the interpolation predict for this edge, and what happens if (311) has the rough measured rate instead?
\end{enumerate}

\section*{Solution}

\subsection*{(a) The interpolation formula}

The unit normals of the three reference planes are
\begin{equation}
\mathbf e_{100}=(1,0,0),\qquad
\mathbf e_{110}=\frac{(1,1,0)}{\sqrt2},\qquad
\mathbf e_{111}=\frac{(1,1,1)}{\sqrt3}.
\end{equation}
They are linearly independent, so any normal can be written in one way as
$\mathbf n=a\,\mathbf e_{100}+b\,\mathbf e_{110}+c\,\mathbf e_{111}$. In components,
\begin{align}
n_3&=\frac{c}{\sqrt3}, &
n_2&=\frac{b}{\sqrt2}+\frac{c}{\sqrt3}, &
n_1&=a+\frac{b}{\sqrt2}+\frac{c}{\sqrt3}.
\end{align}
The first equation gives $c$. Subtracting the first from the second gives $b$, and subtracting the second from the third gives $a$:
\begin{equation}
c=\sqrt3\,n_3,\qquad b=\sqrt2\,(n_2-n_3),\qquad a=n_1-n_2 .
\label{weights}
\end{equation}
All three are nonnegative in the sector (\ref{sector}). A linear function satisfies $R(\mathbf n)=aR(\mathbf e_{100})+bR(\mathbf e_{110})+cR(\mathbf e_{111})$, and therefore
\begin{equation}
R(\mathbf n)=(n_1-n_2)R_{100}+\sqrt2\,(n_2-n_3)R_{110}+\sqrt3\,n_3R_{111}.
\label{rate}
\end{equation}

The weights need not sum to one. They have a geometrical meaning. Imagine a surface of mean normal $\mathbf n$ built from (100), (110) and (111) facets. The vector areas of the facets must add up to the vector area of the mean plane, so $a$, $b$ and $c$ are the facet areas per unit area of the mean plane. The total facet area exceeds the mean area when the surface is not flat, which is why $a+b+c$ can exceed one.

\subsection*{(b) The rate of (311)}

The length of $(3,1,1)$ is $\sqrt{9+1+1}=\sqrt{11}$, so $\mathbf n=(3,1,1)/\sqrt{11}$. Equation (\ref{weights}) gives
\begin{equation}
a=\frac{3-1}{\sqrt{11}}=\frac{2}{\sqrt{11}},\qquad
b=\sqrt2\,\frac{1-1}{\sqrt{11}}=0,\qquad
c=\frac{\sqrt3}{\sqrt{11}} .
\end{equation}
Numerically, $a=0.6030$ and $c=0.5222$. With $R_{111}=0$,
\begin{equation}
R_{311}=\frac{2}{\sqrt{11}}\,R_{100}=0.603\,R_{100}.
\label{r311}
\end{equation}
The model makes (311) slower than (100) by about 40\%. The rate $R_{110}$ has dropped out because $b=0$: the normal of (311) lies in the plane spanned by the normals of (100) and (111). A fast (110) plane therefore cannot raise the predicted rate of an exactly oriented (311) plane, although it does raise the rates of neighbouring orientations with $n_2\neq n_3$.

If the weights are divided by their sum, the rate becomes
\begin{equation}
R_{311}^{\rm norm}=\frac{aR_{100}+cR_{111}}{a+c}
=\frac{2}{2+\sqrt3}\,R_{100}\approx0.54\,R_{100}.
\end{equation}
This is an average of $R_{100}$ and zero, so it too lies below $R_{100}$. The function is then no longer linear in the components of $\mathbf n$, but the order of the two planes is the same.

\subsection*{(c) The arc from (100) to (111), and a finite (111) rate}

Let $\theta$ be the angle from (100) towards (111). The normals on this arc have equal second and third components:
\begin{equation}
\mathbf n=\left(\cos\theta,\frac{\sin\theta}{\sqrt2},\frac{\sin\theta}{\sqrt2}\right),
\qquad 0\le\tan\theta\le\sqrt2 .
\end{equation}
The upper limit is (111), where all components are equal. Inserting this normal in (\ref{rate}) with $R_{111}=0$ gives
\begin{equation}
\frac{R(\theta)}{R_{100}}=\cos\theta-\frac{\sin\theta}{\sqrt2},
\qquad
\frac{1}{R_{100}}\frac{dR}{d\theta}=-\sin\theta-\frac{\cos\theta}{\sqrt2}<0 .
\label{arc}
\end{equation}
The rate falls steadily from $R_{100}$ at $\theta=0$ to zero at (111). The low value for (311) thus belongs to a general property of the model: with a nonetching (111), no plane between (100) and (111) can etch faster than (100).

The slope at $\theta=0$ is $-R_{100}/\sqrt2$, not zero. By symmetry the rate also falls when the surface is tilted the opposite way, so (100) is a cusped maximum along this arc. Towards (110) the behaviour can differ. For $n_3=0$, a small tilt has $n_1\simeq1$ and $n_2\simeq\theta$, and (\ref{rate}) becomes $R\simeq R_{100}+(\sqrt2R_{110}-R_{100})\theta$, which rises if $\sqrt2R_{110}>R_{100}$.

For finite $R_{111}$, the weights of part (b) give
\begin{equation}
R_{311}=\frac{2R_{100}+\sqrt3R_{111}}{\sqrt{11}} .
\label{finite}
\end{equation}
The condition $R_{311}>R_{100}$ means $\sqrt3R_{111}>(\sqrt{11}-2)R_{100}$, or
\begin{equation}
\frac{R_{111}}{R_{100}}>\frac{\sqrt{11}-2}{\sqrt3}=0.760 .
\end{equation}
The (111) plane would have to etch at more than three quarters of the (100) rate. An etchant of that kind would hardly single out (111) as a stop plane.

\subsection*{(d) Comparison with KOH}

For $R_{100}=800$ nm/min, equation (\ref{r311}) predicts
\begin{equation}
R_{311}=\frac{2\times800}{\sqrt{11}}\ \text{nm/min}=482\ \text{nm/min},
\end{equation}
or 28.9 $\mu$m/h. The rough measured value is 1400 nm/min, which is 1.75 times $R_{100}$. The order of the two planes is reversed, and the measured rate is about 2.9 times the predicted one.

The neglected effects can be sized with the same numbers.

\begin{itemize}
\item \emph{Finite (111) rate.} With $R_{111}=8$ nm/min, (\ref{finite}) gives 487 nm/min, an increase of about 1\%. The ratio $R_{111}/R_{100}$ is 0.010, against the 0.760 required.
\item \emph{Misorientation.} Within the model, tilting (100) by $1^\circ$ towards (111) lowers its rate by 1.25\%. Tilting (311) by $1^\circ$ towards (100) raises its rate by 3.1\%. Tilts off this arc bring in the fast (110) rate and act more strongly: $1^\circ$ towards (110) raises the (100) rate by about 2.9\%, and $1^\circ$ in the most effective direction raises the (311) rate by about 9\%. Even in that direction the model needs a tilt of about $7^\circ$ to reach 800 nm/min and about $23^\circ$ to reach 1400 nm/min.
\item \emph{Bath temperature.} For thermally activated etching, $R\propto\exp(-E/k_BT)$. With a rough $E=0.6$ eV, a rise of 1 K at 343 K increases the rate by 6.1\%. If both planes are etched in the same bath and have the same $E$, this factor cancels in their ratio.
\item \emph{Different activation energies.} If the two energies differ by an assumed 0.05 eV, a rise of 10 K changes the ratio of the rates by 4.9\%.
\end{itemize}

None of these approaches a factor of 2.9. The assumption that fails is the interpolation itself. By the area argument in part (a), equation (\ref{r311}) describes a staircase of (100) and (111) facets, each etching at the rate of its extended plane. A (311) surface that etches much faster does not behave as such a staircase. The comparison alone does not identify the atomic process responsible.

The parameters are typical of plain KOH solutions, but they are rounded and vary with concentration and temperature. Additives such as alcohols or surfactants can change the relative rates of the planes, so the measured order used here should not be carried over to every bath. In a design calculation, the (311) rate should be measured in the bath to be used.

The remedy within the same method is to make (311) a fourth reference plane. Joining it to (110) divides the sector into two triangles. For $n_1-n_2\ge2n_3$, the normal lies in the triangle of (100), (110) and (311). Write $\mathbf n=a'\mathbf e_{100}+b'\mathbf e_{110}+g\,\mathbf e_{311}$. The third component gives $g=\sqrt{11}\,n_3$, the second then gives $b'=\sqrt2(n_2-n_3)$, and the first gives $a'=n_1-(n_2-n_3)-3n_3=n_1-n_2-2n_3$. Hence
\begin{equation}
R=(n_1-n_2-2n_3)R_{100}+\sqrt2(n_2-n_3)R_{110}+\sqrt{11}\,n_3R_{311}.
\end{equation}
For $n_1-n_2\le2n_3$, the planes are (110), (111) and (311). The weight of (110) is again $\sqrt2(n_2-n_3)$. Only (311) has unequal first and second components, so its weight $g$ follows from $2g/\sqrt{11}=n_1-n_2$. The third component, $g/\sqrt{11}+c'/\sqrt3=n_3$, then fixes the weight $c'$ of (111), and
\begin{equation}
R=\frac{\sqrt{11}}2(n_1-n_2)R_{311}+\sqrt2(n_2-n_3)R_{110}
+\sqrt3\left(n_3-\frac{n_1-n_2}{2}\right)R_{111}.
\end{equation}
The two expressions agree on the common boundary $n_1-n_2=2n_3$. They reproduce the measured (311) rate by construction and do not explain it.

\subsection*{(e) The convex edge}

\paragraph{Interpolated rates.}
Let $z$ be the height along $[100]$ and $y$ the distance along $[011]$. The solid lies below the profile $z(y,t)$, with the (100) top at $y<0$ and the descending (111) wall at $y>0$. Define $p=-\partial z/\partial y$. The outward normal in the $(z,y)$ plane is $(1,p)/\sqrt{1+p^2}$, so $p=\tan\theta$. A normal displacement $R\,dt$ lowers the surface at fixed $y$ by $R\,dt/\cos\theta$. Since $1/\cos\theta=\sqrt{1+p^2}$,
\begin{equation}
\frac{\partial z}{\partial t}=-\sqrt{1+p^2}\,R .
\label{profile}
\end{equation}
Equation (\ref{arc}) gives $R/\cos\theta=R_{100}(1-\tan\theta/\sqrt2)$. Substituting this and $p=-\partial z/\partial y$ gives
\begin{equation}
\frac{\partial z}{\partial t}
=-R_{100}\left(1-\frac{p}{\sqrt2}\right)
=-R_{100}-\frac{R_{100}}{\sqrt2}\frac{\partial z}{\partial y}.
\end{equation}
For an initial profile $z_0(y)$ with slopes in the range $0\le p\le\sqrt2$, the solution is
\begin{equation}
z(y,t)=z_0\!\left(y-\frac{R_{100}t}{\sqrt2}\right)-R_{100}t .
\end{equation}
The profile moves without changing shape. The edge descends by $R_{100}t$ and moves sideways by $R_{100}t/\sqrt2$. The ratio of these displacements is $\sqrt2$, the steepness of the wall, so the edge slides down the stationary (111) plane and stays sharp. In one minute it moves sideways by $800/\sqrt2=566$ nm.

A (311) plane drawn through the edge has normal $(3,\sqrt2)/\sqrt{11}$ in the $(z,y)$ plane. The edge displacement along this normal is
\begin{equation}
\frac{-3R_{100}t+\sqrt2\,(R_{100}t/\sqrt2)}{\sqrt{11}}
=-\frac{2R_{100}t}{\sqrt{11}} .
\end{equation}
This is the recession in (\ref{r311}). The interpolated (311) rate is thus the rate at which a (311) plane just keeps pace with the edge.

\paragraph{A faster (311) plane.}
Now let (311) etch at the rough measured rate, with linear interpolation from (100) to (311) and from (311) to (111). The initial solid lies entirely behind the (311) plane through its edge. A body contained in a larger one remains contained in it when both are etched by the same law, so the solid must stay behind that plane as it recedes. Without a bevel, the receded (100) and (111) planes would meet at the moving sharp edge found above, which has receded by $2R_{100}t/\sqrt{11}$ along the (311) normal. After time $t$ the (311) plane has passed this intersection by
\begin{equation}
d=\left(R_{311}-\frac{2R_{100}}{\sqrt{11}}\right)t .
\end{equation}
If $d>0$, it cuts off the edge and leaves a bevel. The intermediate orientations make no further cut, because their interpolated planes pass through the two new edges.

To find the width of the bevel, drop a perpendicular of length $d$ to the (311) line from the point where the receded (100) and (111) lines intersect. Lines meet at the angle between their normals, so the bevel meets the (100) line at $\varphi_1$ and the (111) line at $\varphi_2$. The two right triangles have bases $d\cot\varphi_1$ and $d\cot\varphi_2$, and
\begin{equation}
W=d\,(\cot\varphi_1+\cot\varphi_2).
\end{equation}
From $\cos\varphi_1=3/\sqrt{11}$ follows $\cot\varphi_1=3/\sqrt2$, with $\varphi_1=25.24^\circ$. From $\cos\varphi_2=(3+1+1)/\sqrt{33}=5/\sqrt{33}$ follows $\sin\varphi_2=\sqrt8/\sqrt{33}$ and $\cot\varphi_2=5/(2\sqrt2)$, with $\varphi_2=29.50^\circ$. The sum of the cotangents is $11/(2\sqrt2)$. After one minute, with $R_{111}=0$,
\begin{equation}
W=(1400-482.4)\,\frac{11}{2\sqrt2}\ \text{nm}=3569\ \text{nm}\approx3.6\ \mu\text{m}.
\end{equation}

A direct numerical solution of (\ref{profile}) on a grid of spacing 2 nm, with the same rates, also gives 3569 nm; agreement closer than the grid spacing is accidental. For the three-plane interpolation it gives a sideways edge shift of 568 nm, about one grid spacing from the 566 nm found above. These agreements test the geometry, not the choice of rates. The bevel result assumes that the top and the wall are long enough to survive, and that no other orientation etches faster than the four-plane interpolation allows. The second condition need not hold in a real KOH bath. For (211), which lies between (311) and (111), the interpolation with $R_{111}=0$ gives 948 nm/min. If (211) etches faster than this, it cuts a further facet and the (311) facet becomes narrower. A rough measured value for the same bath is about 1320 nm/min; with it the same construction gives, after one minute, a (311) facet of about 1.4 $\mu$m beside a (211) facet of about 3.2 $\mu$m. The width of 3569 nm therefore belongs to the assumed rates and is not a prediction for a real edge.

\paragraph{A concave edge.}
At the foot of a (111) wall, where it meets a (100) floor, the same fast plane produces no bevel. The solid is now the union of the half-spaces behind the two facets. A (311) plane through this edge bounds a half-space that lies inside the union. When it recedes faster than the edge, it retreats further into the solid and never reaches the surface. A groove with sharp concave edges is therefore compatible with both the interpolated (311) rate and the rough measured one, whereas an unmasked convex edge distinguishes them. The numerical output gives the remaining values for this example.

\section*{Table of computed values}
\begin{verbatim}
INPUTS (rough typical values, KOH about 30 wt%)
temperature: 343 K
R100: 800 nm/min
R110: 1500 nm/min
R111 in the model: 0 nm/min
R111 for the correction: 8 nm/min
R311 measured, rough: 1400 nm/min
MODEL
weights of (100), (110), (111) in (311): 0.6030, 0.0000, 0.5222
R311/R100, model: 0.6030
R311, model: 482.4 nm/min
R311, model: 28.9 um/h
R311, weights normalised to one: 428.7 nm/min
R511, model: 615.8 nm/min
R211, model: 326.6 nm/min
R210, model: 1306.5 nm/min
R221, model: 707.1 nm/min
COMPARISON
R311/R100, rough measured: 1.75
rough measured R311 / model R311: 2.90
CONVEX EDGE
angle (311) to (100): 25.24 deg
angle (311) to (111): 29.50 deg
etch time: 1 min
sideways edge shift, formula: 566 nm
sideways edge shift, simulated: 568 nm
bevel width, formula: 3569 nm
bevel width, simulated: 3569 nm
NEGLECTED EFFECTS
R311 with finite R111: 486.6 nm/min
R111/R100 of the example: 0.010
R111/R100 needed for R311 = R100: 0.7602
1 deg tilt of (100) to (111), rate loss: 1.25 %
1 deg tilt of (311) to (100), rate gain: 3.07 %
activation energy, rough: 0.6 eV
rate change for 1 K: 6.1 %
activation difference, assumed: 0.05 eV
change of rate ratio for 10 K: 4.9 %
\end{verbatim}
